# Thermal Phonon-Sideband Weights for One Linearly Coupled Mode

A colour centre that emits light changes its electronic state faster than its atoms can move. The neighbouring atoms then find themselves displaced from their new equilibrium positions, and the transition may leave vibrational quanta behind. If a single vibrational mode dominates, the spectrum contains a line at the zero-phonon energy and a sideband of lines separated by one phonon energy. At low temperature the sideband lies below the zero-phonon energy. At higher temperature the centre can also give up vibrational energy to the photon, and lines appear above it. How is the intensity divided among these lines?

## The model

Consider one harmonic mode with mass-weighted coordinate \(Q\), momentum \(P\) and angular frequency \(\omega\). The ground-state minimum is at \(Q=0\) and the excited-state minimum at \(Q=\Delta Q\). The frequency is the same in both states, so the two Hamiltonians differ by a constant and a term linear in \(Q\):

\[
H_g=\tfrac12P^2+\tfrac12\omega^2Q^2,\qquad
H_e=H_g+E_v-\omega^2\Delta Q\,Q. \tag{1}
\]

Here \(E_v\) is the electronic energy difference at \(Q=0\). Write \(Q=\sqrt{\hbar/2\omega}\,(a+a^\dagger)\) with \([a,a^\dagger]=1\), and define the Huang–Rhys factor

\[
S=\frac{\omega\,\Delta Q^2}{2\hbar}. \tag{2}
\]

Since \(\Delta Q=\sqrt{2\hbar S/\omega}\), the linear term equals \(-\hbar\omega\sqrt S\,(a+a^\dagger)\). With \(b=a-\sqrt S\), we have \(b^\dagger b=a^\dagger a-\sqrt S(a+a^\dagger)+S\), and therefore

\[
H_g=\hbar\omega\left(N_g+\tfrac12\right),\qquad
H_e=E_{\rm ZPL}+\hbar\omega\left(N_e+\tfrac12\right), \tag{3}
\]

where \(N_g=a^\dagger a\), \(N_e=b^\dagger b\) and \(E_{\rm ZPL}=E_v-S\hbar\omega\). The energy \(S\hbar\omega\) is released when the lattice relaxes after a vertical transition.

Three further assumptions are needed. The transition dipole does not depend on \(Q\) (the Condon approximation). The mode reaches thermal equilibrium in the excited state before emission. The lines are narrow enough to be counted separately. With \(x=e^{-\hbar\omega/k_BT}\), the initial populations and mean occupation are

\[
P_m=(1-x)x^m,\qquad n=\frac{x}{1-x}=\frac{1}{e^{\hbar\omega/k_BT}-1}. \tag{4}
\]

Let \(W_p\) be the probability that the vibrational quantum number rises by \(p\):

\[
W_p=\sum_m P_m\,\bigl|\langle m+p;g\,|\,m;e\rangle\bigr|^2 . \tag{5}
\]

By (3), the corresponding photon energy is \(E_{\rm ZPL}-p\hbar\omega\). Negative \(p\) means that vibrational energy has been given to the photon.

## A generating function

Multiply \(W_p\) by \(e^{ip\theta}\) and sum over \(p\). The factor \(e^{i\theta(k-m)}\), for final number \(k\) and initial number \(m\), is supplied by the two number operators:

\[
G(\theta)=\sum_pW_pe^{ip\theta}
=\mathrm{Tr}\left[\rho_e\,e^{i\theta N_g}e^{-i\theta N_e}\right],\qquad
\rho_e=\sum_mP_m|m;e\rangle\langle m;e| . \tag{6}
\]

To relate \(N_g\) to \(N_e\), introduce the unitary operator \(D(\alpha)=e^{K}\) with \(K=\alpha b^\dagger-\alpha^*b\). The derivative of \(e^{-sK}b\,e^{sK}\) with respect to \(s\) is \(e^{-sK}[b,K]e^{sK}=\alpha\). Integration from 0 to 1 gives \(D^\dagger(\alpha)\,b\,D(\alpha)=b+\alpha\). Because \(a=b+\sqrt S\),

\[
N_g=D^\dagger(\sqrt S)\,N_e\,D(\sqrt S),\qquad
e^{i\theta N_g}=D^\dagger(\sqrt S)\,e^{i\theta N_e}D(\sqrt S). \tag{7}
\]

The operator \(b^\dagger\) raises \(N_e\) by one, so \(e^{i\theta N_e}b^\dagger e^{-i\theta N_e}=e^{i\theta}b^\dagger\). Using this and \(D^\dagger(\sqrt S)=D(-\sqrt S)\) in (6) gives

\[
G(\theta)=\left\langle D(-\sqrt S)\,D(\sqrt S\,e^{i\theta})\right\rangle , \tag{8}
\]

where the brackets denote the average with \(\rho_e\).

The two displacements can be combined. Suppose that \([A,B]\) commutes with both \(A\) and \(B\), and let \(F(s)=e^{sA}e^{sB}\). Then

\[
F'=\left(A+e^{sA}Be^{-sA}\right)F=\left(A+B+s[A,B]\right)F .
\]

With \(F(0)=1\), the solution at \(s=1\) is

\[
e^Ae^B=e^{A+B}e^{[A,B]/2}. \tag{9}
\]

For two displacement exponents the commutator is \(\alpha\beta^*-\alpha^*\beta\). Here \(\alpha=-\sqrt S\) and \(\beta=\sqrt S e^{i\theta}\), so half the commutator is \(\tfrac12S(e^{i\theta}-e^{-i\theta})=iS\sin\theta\). Hence

\[
G(\theta)=e^{iS\sin\theta}\langle D(\gamma)\rangle,\qquad
\gamma=\sqrt S\,(e^{i\theta}-1),\qquad
|\gamma|^2=2S(1-\cos\theta). \tag{10}
\]

## The thermal average

Apply (9) with \(A=\gamma b^\dagger\) and \(B=-\gamma^*b\), for which \([A,B]=|\gamma|^2\). This puts the raising operators on the left:

\[
D(\gamma)=e^{-|\gamma|^2/2}\,e^{\gamma b^\dagger}e^{-\gamma^*b}. \tag{11}
\]

Since \(\rho_e\) is diagonal in \(N_e\), terms with unequal powers of \(b^\dagger\) and \(b\) average to zero. The remaining averages follow from \(\langle m|b^{\dagger k}b^k|m\rangle=m!/(m-k)!\):

\[
\langle b^{\dagger k}b^k\rangle
=(1-x)\sum_{m\ge k}\frac{m!}{(m-k)!}x^m
=(1-x)x^k\frac{d^k}{dx^k}\frac1{1-x}
=k!\,n^k . \tag{12}
\]

Consequently,

\[
\langle D(\gamma)\rangle
=e^{-|\gamma|^2/2}\sum_{k=0}^{\infty}\frac{(-|\gamma|^2)^k}{(k!)^2}\,k!\,n^k
=e^{-|\gamma|^2(n+1/2)} . \tag{13}
\]

Insert (13) into (10). The exponent is \(-S(2n+1)(1-\cos\theta)+iS\sin\theta\). The coefficient of \(e^{i\theta}\) is \(\tfrac12S(2n+1)+\tfrac12S=S(n+1)\), and that of \(e^{-i\theta}\) is \(\tfrac12S(2n+1)-\tfrac12S=Sn\). Thus

\[
G(\theta)=\exp\left[-S(2n+1)+S(n+1)e^{i\theta}+Sn\,e^{-i\theta}\right]. \tag{14}
\]

This is the generating function for the difference of two independent Poisson-distributed counts, with means \(S(n+1)\) and \(Sn\). They may be read as quanta emitted into the mode and quanta absorbed from it.

## The Bessel formula

Expand the two exponentials in (14) separately. A term with \(k+p\) factors of \(e^{i\theta}\) and \(k\) factors of \(e^{-i\theta}\) contributes to \(W_p\):

\[
W_p=e^{-S(2n+1)}\sum_{k\ge\max(0,-p)}
\frac{[S(n+1)]^{k+p}[Sn]^k}{(k+p)!\,k!}. \tag{15}
\]

Set \(z=2S\sqrt{n(n+1)}\). The numerator is \((z/2)^{2k+p}\,[(n+1)/n]^{p/2}\), and the remaining sum is the series of the modified Bessel function,

\[
I_p(z)=\sum_{k\ge\max(0,-p)}\frac{(z/2)^{2k+p}}{k!\,(k+p)!},\qquad I_{-p}(z)=I_p(z).
\]

The equality for negative order follows by shifting \(k\) by \(p\). The result is

\[
\boxed{\,W_p=e^{-S(2n+1)}\left(\frac{n+1}{n}\right)^{p/2}
I_p\!\left(2S\sqrt{n(n+1)}\right)\,} \tag{16}
\]

for every integer \(p\).

For absorption the initial thermal state belongs to the ground oscillator and the displacement changes sign. Both signs in (8) reverse. The phase \(iS\sin\theta\) in (10) is unchanged, and \(\gamma\) becomes \(-\gamma\), which has no effect because the thermal average (13) depends only on \(|\gamma|^2\). The weights are therefore the same, but the lines lie at \(E_{\rm ZPL}+p\hbar\omega\). In this model the absorption and emission weights are mirror images about \(E_{\rm ZPL}\).

Setting \(\theta=0\) in (14) gives \(\sum_pW_p=1\). The first two derivatives of \(\ln G\) at \(\theta=0\) give

\[
\langle p\rangle=S(n+1)-Sn=S,\qquad
\mathrm{Var}(p)=S(n+1)+Sn=S(2n+1). \tag{17}
\]

Heating broadens the distribution of all lines, including \(p=0\), without moving its mean. Since \(n/(n+1)=x\), (16) also gives \(W_{-p}=e^{-p\hbar\omega/k_BT}W_p\).

## Cold and hot limits

As \(T\to0\), \(n\to0\). For \(p\ge0\), the \(k=0\) term of (15) survives; for \(p<0\), every term contains at least \(|p|\) factors of \(n\). Hence

\[
W_p\to e^{-S}\frac{S^p}{p!}\quad(p\ge0),\qquad W_p\to0\quad(p<0), \tag{18}
\]

which is the Poisson distribution. To first order in \(n\), the exponential in (15) contributes \(-2Sn\), the power \((n+1)^p\) contributes \(pn\), and the \(k=1\) term contributes \(S^2n/(p+1)\), all relative to the Poisson weight:

\[
W_p\simeq e^{-S}\frac{S^p}{p!}
\left[1+n\left(-2S+p+\frac{S^2}{p+1}\right)\right],\qquad p\ge0. \tag{19}
\]

The first line above the zero-phonon energy has \(W_{-1}\simeq nSe^{-S}\).

When \(S(2n+1)\gg1\), \(|G|=\exp[-S(2n+1)(1-\cos\theta)]\) is concentrated near \(\theta=0\). Expand \(\ln G\simeq iS\theta-\tfrac12S(2n+1)\theta^2\) and extend the limits of the inversion integral \(W_p=(2\pi)^{-1}\int_{-\pi}^{\pi}G\,e^{-ip\theta}d\theta\) to infinity. This gives

\[
W_p\simeq\frac{1}{\sqrt{2\pi S(2n+1)}}
\exp\left[-\frac{(p-S)^2}{2S(2n+1)}\right]. \tag{20}
\]

The approximation describes the body of the band, not its far wings. If also \(k_BT\gg\hbar\omega\), then \(2n+1\simeq2k_BT/\hbar\omega\), and the energy variance becomes \(2S\hbar\omega k_BT\). The width then grows as \(\sqrt T\).

## A numerical example

Take \(E_{\rm ZPL}=1.945\) eV (637.5 nm), \(\hbar\omega=65\) meV and \(S=3.5\). These are rough values in the regime of the negatively charged nitrogen-vacancy centre in diamond. The relaxation energy is \(3.5\times0.065=0.2275\) eV, and (2) gives \(\Delta Q=0.67\ \sqrt{\mathrm u}\,\)Å, where u is the atomic mass unit.

At 300 K, \(k_BT=25.85\) meV and \(\hbar\omega/k_BT=2.514\), so \(n=0.0880\) and \(z=2.167\). The central weight is

\[
W_0=e^{-3.5(1.176)}I_0(2.167)=0.01630\times2.566=0.0418 .
\]

At 500 K, \(n=0.284\) and \(z=4.228\), giving \(W_0=0.00413\times13.77=0.0569\). Other weights follow from (16) and (18):

| \(p\) | wavelength (nm) | 0 K | 300 K | 500 K |
|---:|---:|---:|---:|---:|
| −1 | 616.8 | 0 | 0.009 | 0.023 |
| 0 | 637.5 | 0.030 | 0.042 | 0.057 |
| 1 | 659.5 | 0.106 | 0.106 | 0.106 |
| 2 | 683.1 | 0.185 | 0.172 | 0.151 |
| 3 | 708.5 | 0.216 | 0.200 | 0.173 |
| 4 | 735.8 | 0.189 | 0.180 | 0.162 |
| 6 | 797.3 | 0.077 | 0.082 | 0.088 |
| 8 | 870.1 | 0.017 | 0.020 | 0.028 |

The strongest line remains at \(p=3\), while weight moves from the centre of the band to its wings. The rms width \(\hbar\omega\sqrt{S(2n+1)}\) rises from 122 meV at 0 K to 132 meV at 300 K and 152 meV at 500 K. The total weight above the zero-phonon energy is 1.0% at 300 K and 3.3% at 500 K. At 300 K the Gaussian (20) gives 0.191 at both \(p=3\) and \(p=4\), about 4% below and 6% above the respective values from (16).

## What the central line means

In this example the central weight is larger at 300 K than at 0 K, and larger again at 500 K. Equation (19) shows how the growth begins: for \(p=0\) the correction is \(nS(S-2)\), relative to \(e^{-S}\), which is positive when \(S>2\). The growth does not continue indefinitely: for these parameters \(W_0\) peaks at about 0.071 near 1200 K. By (20) it approaches a \(1/\sqrt T\) fall once \(n\gg S\), which here means temperatures of order \(10^4\) K and above, beyond any real crystal. The added processes absorb and emit equal numbers of quanta. With one mode of unchanged frequency, they return to the same photon energy. They are counted by the factor \(I_0(z)\) in (16).

In a crystal, \(S\) is shared among many modes, \(S=\sum_kS_k\). The weight for no change in any mode is the product of their central weights:

\[
W_{\rm none}=\prod_k e^{-S_k(2n_k+1)}
I_0\!\left(2S_k\sqrt{n_k(n_k+1)}\right). \tag{21}
\]

The series for \(I_0\) gives \(0\le\ln I_0(z)\le z^2/4\), because \((k!)^2\ge k!\). The Bessel factors thus add at most \(\sum_kS_k^2n_k(n_k+1)\) to the logarithm. For \(M\) modes with \(S_k=S/M\) and occupations no larger than \(n\), this bound is at most \(S^2n(n+1)/M\), which vanishes as \(M\) grows. What remains is

\[
W_{\rm none}\to\exp\left[-\sum_kS_k(2n_k+1)\right], \tag{22}
\]

which falls on heating. Absorbing a phonon from one mode and emitting it into another of different frequency changes the photon energy, so this process feeds the sideband. \(W_{\rm none}\) is therefore the zero-phonon weight when the frequencies are spread over a band. If all modes shared one frequency, these exchanges would return to \(E_{\rm ZPL}\) and the central line would keep the one-mode weight \(W_0\).

The size of the difference can be estimated by spreading \(S\) over phonon energies \(\varepsilon\) from 0 to \(\varepsilon_c=130\) meV with density \(6S\varepsilon(\varepsilon_c-\varepsilon)/\varepsilon_c^3\). This assumed band keeps \(S=3.5\) and the mean phonon energy of 65 meV. Replacing \(2n_k+1\) by \(\coth(\varepsilon/2k_BT)\) in (22) and integrating numerically gives an exponent of 5.45 at 300 K. The zero-phonon weight is then 0.0043, compared with 0.0302 at 0 K and with 0.0418 for \(p=0\) in the one-mode model at 300 K. The rms width changes much less, from 132 to about 142 meV. The single mode is therefore a reasonable description of this band's width, but not of its zero-phonon line at room temperature.

## Comparison with a real centre

The nitrogen-vacancy centre has a zero-phonon share of roughly 3% at low temperature and a broad sideband with its maximum near 700 nm. The chosen \(S\) gives \(e^{-S}=0.030\), but a measured share of photons also carries the photon-energy factor listed below. With it, \(S=3.5\) gives 0.043 at 0 K, and a share of 3% would need \(S\approx3.9\) in the one-mode model. The model places its strongest line at 708 nm, with or without that factor. The real centre couples to a continuous phonon spectrum. Among the departures from the model estimated here, this one changes the zero-phonon line most. The estimate above moves that weight by about a factor of ten at 300 K, but the factor depends strongly on the assumed density of low-energy phonons. A narrow band at 65 meV gives \(e^{-S(2n+1)}=0.0163\), a factor of 2.6. Because \(\coth\) is convex, this is the smallest factor for the same \(S\) and mean phonon energy.

Other corrections at 300 K, each applied separately to the one-mode model, are smaller:

- **Photon energy.** Spontaneous emission rates carry a factor of photon energy cubed, if the refractive index is taken as constant. Including it and renormalizing raises the \(p=0\) share from 0.042 to 0.060.
- **Frequency change.** Numerical diagonalization with \(\Delta Q\) and the ground-state frequency held fixed gives \(W_0=0.038\) for an excited-state frequency 5% higher and 0.046 for one 5% lower. Successive hot lines also separate by 3.25 meV.
- **Variable dipole.** A dipole proportional to \(1+\eta(b+b^\dagger)\), with assumed \(\eta=\pm0.05\), gives 0.034 and 0.050 respectively by the same numerical method.
- **Incomplete equilibrium.** For an assumed vibrational relaxation time of 1 ps and an electronic lifetime of 10 ns, a fraction of order \(10^{-4}\) of the decays occurs before relaxation is complete.

Jahn–Teller coupling in the excited state and thermal quenching are not included. Quenching reduces the total emission; the weights here describe how the remaining emission is divided, provided the vibrational populations stay thermal.

All numerical values are calculated from the stated model.
